# Silicon bands from three pseudopotential form factors: the conduction minimum: test program

```python
# Local empirical pseudopotential bands of silicon.
# Result under test: H_gg' = T0 |k+g|^2 delta_gg' + V(|g-g'|^2) cos(pi*sum(g-g')/4)
# has its lowest conduction minimum inside the Gamma-X line, and converges fast.
# k, g: wave vectors in units of 2 pi/a; T0 = hbar^2 (2 pi/a)^2 / 2m in eV;
# V(3), V(8), V(11): form factors; atoms at +-a(1,1,1)/8; energies in eV.
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize_scalar

RYDBERG = const.physical_constants["Rydberg constant times hc in eV"][0]
LATTICE = 0.543e-9
UNIT_K = 2 * np.pi / LATTICE
T0 = const.hbar**2 * UNIT_K**2 / (2 * const.m_e * const.e)
FORM_RY = {3: -0.21, 8: 0.04, 11: 0.08}
FORM = {n: v * RYDBERG for n, v in FORM_RY.items()}
GAMMA, X_POINT = np.zeros(3), np.array([1.0, 0.0, 0.0])


def plane_waves(cutoff, centre=GAMMA):
    r = np.arange(-10, 11)
    g = np.array(np.meshgrid(r, r, r, indexing="ij")).reshape(3, -1).T
    parity = g % 2
    same = (parity[:, 0] == parity[:, 1]) & (parity[:, 1] == parity[:, 2])
    inside = ((g + centre)**2).sum(axis=1) <= cutoff + 1e-9
    return g[same & inside]


def structure(g):
    total = g.sum(axis=1)
    return np.cos(np.pi / 4 * (total[:, None] - total[None, :]))


def potential(g, form):
    distance2 = ((g[:, None, :] - g[None, :, :])**2).sum(axis=2)
    radial = sum(v * (distance2 == n) for n, v in form.items())
    return radial * structure(g)


def hamiltonian(k, g, v):
    h = v.copy()
    h[np.diag_indices(len(g))] += T0 * ((g + k)**2).sum(axis=1)
    return h


def levels(k, g, v):
    return eigh(hamiltonian(np.asarray(k), g, v), eigvals_only=True,
                subset_by_index=[0, 5])


def state(k, g, v, band):
    e, c = eigh(hamiltonian(np.asarray(k), g, v),
                subset_by_index=[band, band])
    return e[0], c[:, 0]


def line_minimum(energy):
    res = minimize_scalar(energy, bounds=(0.5, 1.0), method="bounded",
                          options={"xatol": 1e-6})
    return res.x, res.fun


def gap_and_position(g, v):
    top = levels(GAMMA, g, v)[3]
    x, e = line_minimum(lambda q: levels([q, 0, 0], g, v)[4])
    return e - top, x


# Matrix elements from the real-space sum of atomic potentials
star = plane_waves(11)
star_v = np.array([FORM.get(int(n), 0.0) for n in (star**2).sum(axis=1)])
TAU = np.ones(3) / 8


def real_potential(r):
    return sum(np.cos(2 * np.pi * (r - atom) @ star.T) @ (star_v / 2)
               for atom in (TAU, -TAU))


n_grid = 16
frac = np.array(np.meshgrid(*[np.arange(n_grid) / n_grid] * 3)
                ).reshape(3, -1).T
cell = np.array([[0, .5, .5], [.5, 0, .5], [.5, .5, 0]])
points = frac @ cell
waves = np.exp(2j * np.pi * points @ star.T)
quadrature = waves.conj().T @ (real_potential(points)[:, None] * waves)
quadrature /= len(points)
matrix_error = np.abs(quadrature - potential(star, FORM)).max()
assert matrix_error < 1e-9

# Plane-wave convergence with nested sets
table, previous = [], None
for cutoff in (12, 20, 27, 40, 51, 80):
    g = plane_waves(cutoff)
    v = potential(g, FORM)
    probe = levels([0.85, 0, 0], g, v)
    if previous is not None:
        assert np.all(probe <= previous + 1e-9)
    previous = probe
    gap, position = gap_and_position(g, v)
    table.append((cutoff, len(g), probe[4], gap, position))
assert abs(table[-1][3] - table[-2][3]) < 1e-3
assert abs(table[-1][4] - table[-2][4]) < 1e-3

# Working basis: minimum from vanishing slope against energy minimisation
WORK = 51
g = plane_waves(WORK)
v = potential(g, FORM)
gamma_levels = levels(GAMMA, g, v)
top = gamma_levels[3]
assert np.ptp(gamma_levels[1:4]) < 1e-8
gap, k_direct = gap_and_position(g, v)


def slope(q):
    c = state([q, 0, 0], g, v, 4)[1]
    return 2 * T0 * np.sum(c**2 * (g[:, 0] + q))


k_min = brentq(slope, 0.6, 0.99, xtol=1e-10)
assert abs(k_min - k_direct) < 2e-5
scan = np.linspace(0, 1, 21)
scan_e = np.array([levels([q, 0, 0], g, v)[4] for q in scan])
assert abs(scan[scan_e.argmin()] - k_min) < 0.051
assert scan_e.min() >= top + gap - 1e-8

# Schroedinger residual in real space, by finite differences on a cell grid
k_vec = np.array([k_min, 0, 0])
e_c, c_c = state(k_vec, g, v, 4)


def psi(r):
    return np.exp(2j * np.pi * r @ (g + k_vec).T) @ c_c


step = 1e-3
centre_psi = psi(points)
laplace = sum(psi(points + d) + psi(points - d) - 2 * centre_psi
              for d in step * np.eye(3)) / step**2
local = (-T0 / (4 * np.pi**2) * laplace
         + (real_potential(points) - e_c) * centre_psi)
residual = np.sqrt(np.mean(abs(local)**2) / np.mean(abs(centre_psi)**2))

# The residual must be the coupling to omitted waves, all within |g|^2 <= 110
g_big = plane_waves(110)
v_big = potential(g_big, FORM)
kept = (g_big**2).sum(axis=1) <= WORK
assert np.array_equal(g_big[kept], g)
coupling = v_big[np.ix_(~kept, kept)] @ c_c
coupling_norm = np.linalg.norm(coupling)
assert abs(residual / coupling_norm - 1) < 0.01
omitted_kinetic = T0 * ((g_big[~kept] + k_vec)**2).sum(axis=1)
predicted_drop = np.sum(coupling**2 / (omitted_kinetic - e_c))
actual_drop = e_c - levels(k_vec, g_big, v_big)[4]
# Coupling among omitted waves is neglected in the prediction
assert abs(predicted_drop / actual_drop - 1) < 0.25
assert actual_drop < 1e-3

# Band edges over the irreducible wedge, coarse mesh
g_small = plane_waves(27)
v_small = potential(g_small, FORM)
mesh = np.array([(i, j, l) for i in range(11) for j in range(i + 1)
                 for l in range(j + 1) if i + j + l <= 15]) / 10
mesh_e = np.array([levels(k, g_small, v_small) for k in mesh])
lowest = mesh[mesh_e[:, 4].argmin()]
assert lowest[1] == 0 and lowest[2] == 0 and 0 < lowest[0] < 1
assert np.all(mesh[mesh_e[:, 3].argmax()] == 0)

# X doublet and its linear splitting, basis centred on X
g_x = plane_waves(WORK, X_POINT)
v_x = potential(g_x, FORM)
e_x, c_x = eigh(hamiltonian(X_POINT, g_x, v_x), subset_by_index=[4, 5])
assert abs(e_x[1] - e_x[0]) < 1e-8
velocity = c_x.T @ ((2 * T0 * (g_x[:, 0] + 1))[:, None] * c_x)
s_minus, s_plus = np.linalg.eigvalsh(velocity)
assert abs(s_minus + s_plus) < 1e-7 and s_plus > 0.1
dq = 0.01
near = levels([1 - dq, 0, 0], g_x, v_x)[4:6]
assert abs((near[1] - near[0]) / (2 * dq) / s_plus - 1) < 0.01
x_inverse_mass = (near.mean() - e_x.mean()) / (T0 * dq**2)
k_estimate = 1 - s_plus / (2 * T0 * x_inverse_mass)

# Effective masses: perturbation sum against finite differences
all_e, all_c = eigh(hamiltonian(k_vec, g, v))
others = np.arange(len(g)) != 4
masses = []
for axis in (0, 1):
    element = all_c.T @ (2 * T0 * (g + k_vec)[:, axis] * all_c[:, 4])
    inverse = 1 + np.sum(element[others]**2
                         / (all_e[4] - all_e[others])) / T0
    d = 0.005 * np.eye(3)[axis]
    curvature = (levels(k_vec + d, g, v)[4] + levels(k_vec - d, g, v)[4]
                 - 2 * all_e[4]) / 0.005**2
    assert abs(curvature / (2 * T0) / inverse - 1) < 0.01
    assert inverse > 0
    masses.append(1 / inverse)

# Sensitivity to form factors: first order against recomputed gaps
c_v = state(GAMMA, g, v, 3)[1]
sensitivity = {}
for n in FORM:
    unit = potential(g, {n: 1.0})
    sensitivity[n] = c_c @ unit @ c_c - c_v @ unit @ c_v
    delta = 0.002 * RYDBERG
    pair = [gap_and_position(g, v + sign * delta * unit)[0]
            for sign in (1, -1)]
    assert abs((pair[0] - pair[1]) / (2 * delta) - sensitivity[n]) < 0.02
rounding = {n: abs(d) * 0.005 * RYDBERG for n, d in sensitivity.items()}

# Spin-orbit coupling in a p-like triplet, rough splitting
so_split = 0.04
root = np.sqrt(2)
l_plus = np.array([[0, root, 0], [0, 0, root], [0, 0, 0]])
s_up = np.array([[0, 1], [0, 0]])
l_dot_s = (np.kron(np.diag([1, 0, -1]), np.diag([.5, -.5]))
           + .5 * (np.kron(l_plus, s_up.T) + np.kron(l_plus.T, s_up)))
so_levels = np.linalg.eigvalsh(l_dot_s)
so_top = so_split * so_levels[-1] / np.ptp(so_levels)
assert abs(so_top - so_split / 3) < 1e-12

# Debye-Waller smearing, rough mean-square displacement per direction
u2 = 0.006e-20
smear = {n: np.exp(-n * UNIT_K**2 * u2 / 2) for n in FORM}
nodes, weights = np.polynomial.hermite.hermgauss(30)
for n in FORM:
    phase = np.sqrt(2 * u2 * n) * UNIT_K * nodes
    average = weights @ np.cos(phase) / np.sqrt(np.pi)
    assert abs(average - smear[n]) < 1e-12
dw_gap, dw_k = gap_and_position(
    g, potential(g, {n: FORM[n] * smear[n] for n in FORM}))

# Trial nonlocal s-well on each atom
well, radius = 0.1 * RYDBERG, 0.1e-9
u, w = np.polynomial.legendre.leggauss(24)
r_nodes, r_weights = radius * (u + 1) / 2, radius * w / 2
pair_factor = 2 * structure(g) * 4 * np.pi * well / (LATTICE**3 / 4)


def nonlocal_well(k):
    size = np.sqrt(((g + k)**2).sum(axis=1)) * UNIT_K
    bessel = np.sinc(size[:, None] * r_nodes / np.pi)
    return pair_factor * ((bessel * r_weights * r_nodes**2) @ bessel.T)


kr = 3.7
assert abs(w @ np.exp(1j * kr * u) / 2 - np.sinc(kr / np.pi)) < 1e-12
big_k = np.sqrt(((g[0] + k_vec)**2).sum()) * UNIT_K
closed = (radius / 2 - np.sin(2 * big_k * radius) / (4 * big_k)) / big_k**2
diagonal = nonlocal_well(k_vec)[0, 0]
assert abs(diagonal / (pair_factor[0, 0] * closed) - 1) < 1e-8
assert abs(c_v @ nonlocal_well(GAMMA) @ c_v) < 1e-8
nl_top = levels(GAMMA, g, v + nonlocal_well(GAMMA))[3]
assert abs(nl_top - top) < 1e-7
nl_k, nl_e = line_minimum(lambda q: levels(
    [q, 0, 0], g, v + nonlocal_well(np.array([q, 0, 0])))[4])
nl_gap = nl_e - nl_top

thermal = const.k * 300 / const.e
spread = np.sqrt(masses[0] * thermal / (2 * T0))
l_energy = levels([.5, .5, .5], g, v)[4] - top

print(f"lattice constant a = {LATTICE*1e9:.3f} nm")
print(f"2 pi/a = {UNIT_K*1e-9:.4f} 1/nm;  T0 = {T0:.4f} eV")
for n in FORM:
    print(f"V({n}) = {FORM_RY[n]:+.2f} Ry = {FORM[n]:+.4f} eV")
print(f"largest matrix-element error vs quadrature = {matrix_error:.1e} eV")
print("cutoff |g|^2, plane waves, E5(0.85) eV (V(0)=0), gap eV, k_min 2pi/a")
for row in table:
    print("%4d %5d %10.5f %9.5f %9.5f" % row)
print(f"working cutoff |g|^2 = {WORK}, plane waves = {len(g)}")
print(f"working kinetic cutoff = {T0*WORK:.1f} eV")
print(f"rms Schroedinger residual at minimum = {residual:.5f} eV")
print(f"coupling to omitted plane waves = {coupling_norm:.5f} eV")
print(f"energy error at minimum: predicted {predicted_drop:.2e} eV, "
      f"found {actual_drop:.2e} eV ({len(g_big)} waves)")
print(f"valence top with V(0)=0: {top:.4f} eV")
print(f"k_min = {k_min:.4f} (2 pi/a) = {k_min*UNIT_K*1e-9:.3f} 1/nm")
print(f"indirect gap = {gap:.4f} eV")
print(f"lowest direct gap at Gamma = {gamma_levels[4]-top:.4f} eV")
print(f"conduction at X above valence top = {e_x[0]-top:.4f} eV")
print(f"minimum below X by {e_x[0]-top-gap:.4f} eV")
print(f"conduction at L above valence top = {l_energy:.4f} eV")
print("coarse-mesh lowest conduction point (2 pi/a):", lowest.tolist())
print(f"slope s at X = {s_plus:.4f} eV per (2 pi/a)")
print(f"m/M from mean curvature at X = {x_inverse_mass:.4f}")
print(f"quadratic estimate of k_min from X = {k_estimate:.4f} (2 pi/a)")
print(f"longitudinal mass = {masses[0]:.4f} m_e")
print(f"transverse mass = {masses[1]:.4f} m_e")
for n in FORM:
    print(f"d gap/d V({n}) = {sensitivity[n]:+.4f} eV/eV; "
          f"0.005 Ry shifts gap by {rounding[n]:.4f} eV")
print(f"sum of rounding magnitudes = {sum(rounding.values()):.4f} eV")
print(f"rough spin-orbit splitting = {so_split:.2f} eV; "
      f"gap change = {-so_top:.4f} eV")
print(f"rough u^2 at 300 K = {u2*1e20:.3f} angstrom^2 per direction")
print(f"Debye-Waller: gap change = {dw_gap-gap:+.4f} eV, "
      f"k_min = {dw_k:.4f} (2 pi/a)")
print(f"trial s-well = {well/RYDBERG:.2f} Ry, radius = {radius*1e9:.2f} nm")
print(f"s-well: gap change = {nl_gap-gap:+.4f} eV, "
      f"k_min = {nl_k:.4f} (2 pi/a)")
print(f"kT at 300 K = {thermal:.5f} eV")
print(f"thermal rms k spread along line = {spread:.4f} (2 pi/a)")
print(f"distance from minimum to X = {1-k_min:.4f} (2 pi/a)")
print("finished without a failed check")
```

Running it gives:

```
lattice constant a = 0.543 nm
2 pi/a = 11.5712 1/nm;  T0 = 5.1013 eV
V(3) = -0.21 Ry = -2.8572 eV
V(8) = +0.04 Ry = +0.5442 eV
V(11) = +0.08 Ry = +1.0885 eV
largest matrix-element error vs quadrature = 1.2e-15 eV
cutoff |g|^2, plane waves, E5(0.85) eV (V(0)=0), gap eV, k_min 2pi/a
  12    59   11.41557   0.82690   0.85043
  20   113   11.30596   0.82359   0.85268
  27   169   11.27797   0.81985   0.85365
  40   283   11.27777   0.82028   0.85366
  51   387   11.27764   0.82022   0.85367
  80   749   11.27763   0.82024   0.85367
working cutoff |g|^2 = 51, plane waves = 387
working kinetic cutoff = 260.2 eV
rms Schroedinger residual at minimum = 0.06023 eV
coupling to omitted plane waves = 0.06023 eV
energy error at minimum: predicted 1.40e-05 eV, found 1.41e-05 eV (1243 waves)
valence top with V(0)=0: 10.4573 eV
k_min = 0.8537 (2 pi/a) = 9.878 1/nm
indirect gap = 0.8202 eV
lowest direct gap at Gamma = 3.4244 eV
conduction at X above valence top = 0.9486 eV
minimum below X by 0.1284 eV
conduction at L above valence top = 1.8760 eV
coarse-mesh lowest conduction point (2 pi/a): [0.9, 0.0, 0.0]
slope s at X = 1.7778 eV per (2 pi/a)
m/M from mean curvature at X = 1.2358
quadratic estimate of k_min from X = 0.8590 (2 pi/a)
longitudinal mass = 0.8733 m_e
transverse mass = 0.1844 m_e
d gap/d V(3) = -1.7248 eV/eV; 0.005 Ry shifts gap by 0.1173 eV
d gap/d V(8) = +0.6594 eV/eV; 0.005 Ry shifts gap by 0.0449 eV
d gap/d V(11) = +1.9370 eV/eV; 0.005 Ry shifts gap by 0.1318 eV
sum of rounding magnitudes = 0.2940 eV
rough spin-orbit splitting = 0.04 eV; gap change = -0.0133 eV
rough u^2 at 300 K = 0.006 angstrom^2 per direction
Debye-Waller: gap change = -0.1614 eV, k_min = 0.8557 (2 pi/a)
trial s-well = 0.10 Ry, radius = 0.10 nm
s-well: gap change = +0.1315 eV, k_min = 0.8560 (2 pi/a)
kT at 300 K = 0.02585 eV
thermal rms k spread along line = 0.0470 (2 pi/a)
distance from minimum to X = 0.1463 (2 pi/a)
finished without a failed check
```
